# One-dimensional drift and field-dependent mobility in a dipolar random potential, part 1

(Sections cited here and not found follow in the second part.)

## First half: from frozen dipoles to the drift velocity

**Q.** You want to describe a charge moving through a disordered solid by a random energy landscape. Before any transport theory, what is the landscape made of, and what have you left out?

**A.** I take frozen dipoles of moment \(p\), placed independently at random in three dimensions with number density \(n\). Their directions are random and independent as well. The carrier moves along a straight line, the \(x\) axis. I use Hartree atomic units, in which its charge is one, and a constant \(\varepsilon\) that divides every carrier–dipole energy. Moving dipoles, forces between carriers and three-dimensional detours are left out.

The carrier is not a point. Its charge is a Gaussian cloud of standard deviation \(w\), which stands for the size of the molecular state it occupies. The potential of a unit cloud at distance \(d\) from its centre is

\[
\phi(d)=\frac{1}{d}\,\mathrm{erf}\!\left(\frac{d}{\sqrt2\,w}\right).
\]

To verify this, use \(\nabla^2\phi=(d\phi)''/d\). The first derivative of \(d\phi\) is \(\sqrt{2/\pi}\,w^{-1}e^{-d^2/2w^2}\), and the second is \(-\sqrt{2/\pi}\,d\,w^{-3}e^{-d^2/2w^2}\). Dividing by \(d\) gives

\[
\nabla^2\phi=-\sqrt{\frac2\pi}\,\frac{e^{-d^2/2w^2}}{w^3}
=-4\pi\,\frac{e^{-d^2/2w^2}}{(2\pi w^2)^{3/2}},
\]

which is Poisson's equation for the normalized cloud.

A dipole \(\mathbf p_j\) at \(\mathbf r_j\) has energy \(-\mathbf p_j\cdot\mathbf g/\varepsilon\) in the cloud's field \(\mathbf g=-\nabla\phi\). With the carrier at \(x\) on the axis,

\[
U(x)=-\frac1\varepsilon\sum_j\mathbf p_j\cdot\mathbf g(\mathbf r_j-x\hat{\mathbf x}).
\]

**Q.** A dipole's field falls off quickly, and the orientations are independent. Surely energies at two distant points are nearly unrelated?

**A.** Each dipole acts on both points, and there are many distant dipoles. Their number makes up for their weakness. Let \(C(y)=\langle U(x)U(x+y)\rangle\). Terms with two different dipoles vanish because each has zero mean moment. For one dipole, isotropy gives \(\langle p_\alpha p_\beta\rangle=p^2\delta_{\alpha\beta}/3\). Summing over uniformly distributed positions gives

\[
C(y)=\frac{np^2}{3\varepsilon^2}\int\mathbf g_1\cdot\mathbf g_2\,d^3r ,
\]

where \(\mathbf g_1\) and \(\mathbf g_2\) belong to clouds a distance \(y\) apart. Since \(\mathbf g_i=-\nabla\phi_i\), integration by parts yields

\[
\int\nabla\phi_1\cdot\nabla\phi_2\,d^3r
=-\int\phi_1\nabla^2\phi_2\,d^3r
=4\pi\int\phi_1\rho_2\,d^3r .
\]

The surface term at radius \(R\) is of order \(R^2\times R^{-1}\times R^{-2}\), so it vanishes as \(R\to\infty\). The last integral is the Coulomb energy of two unit Gaussian clouds. Smearing the potential of one with the density of the other adds their variances. The result is the potential of a single cloud of variance \(2w^2\), evaluated at \(y\):

\[
\int\phi_1\rho_2\,d^3r=\frac1y\,\mathrm{erf}\!\left(\frac{y}{2w}\right).
\]

At small \(y\), \(\mathrm{erf}(u)\simeq2u/\sqrt\pi\), so this tends to \(1/(\sqrt\pi\,w)\). It is convenient to define

\[
a=\sqrt\pi\,w,\qquad
\sigma^2=C(0)=\frac{4\pi np^2}{3\varepsilon^2a},\qquad
c(y)=\frac{C(y)}{\sigma^2}=\frac ay\,\mathrm{erf}\!\left(\frac{\sqrt\pi\,y}{2a}\right).
\]

Beyond the core the error function is close to one and \(c(y)\simeq a/y\). The correlation of the energies therefore decays like a Coulomb potential, although each source is a dipole. Direct integration of \(\mathbf g_1\cdot\mathbf g_2\) at \(y/a=0.5\), 1.5 and 4 tests the formula; the largest deviation in \(c\) is \(1.9\times10^{-14}\).

**Q.** I accept the second moment. But activated motion involves exponentials of energy, and these see the whole distribution.

**A.** They do. The quantity needed below is the average of \(e^{\beta\Delta U}\), with \(\Delta U=U(x+y)-U(x)\) and \(\beta=1/kT\). If many dipoles contribute, none of them dominant, \(\Delta U\) is nearly Gaussian. For a Gaussian variable \(X\) with zero mean and variance \(V\), completing the square gives

\[
\langle e^X\rangle=\int\frac{dX}{\sqrt{2\pi V}}\,e^{X-X^2/2V}
=e^{V/2}\int\frac{dX}{\sqrt{2\pi V}}\,e^{-(X-V)^2/2V}=e^{V/2}.
\]

Here the variance is \(\beta^2\langle(\Delta U)^2\rangle=\beta^2[2\sigma^2-2C(y)]\). With \(s=\beta\sigma\),

\[
\left\langle e^{\beta\Delta U}\right\rangle=\exp\{s^2[1-c(y)]\}.
\]

The Gaussian assumption can be measured against the actual dipoles. Put \(N\) of them in a volume \(V_0\), with \(n=N/V_0\). One dipole contributes \(q\cos\theta\) to the exponent, where

\[
q=\frac{\beta p}{\varepsilon}\,|\mathbf g_1-\mathbf g_2| .
\]

The average over directions is \(\frac12\int_{-1}^{1}e^{qu}\,du=\sinh q/q\). The dipoles are independent, so their averages multiply:

\[
\left\langle e^{\beta\Delta U}\right\rangle
=\left[1+\frac1{V_0}\int\left(\frac{\sinh q}{q}-1\right)d^3r\right]^N
\longrightarrow
\exp\left[n\int\left(\frac{\sinh q}{q}-1\right)d^3r\right].
\]

Now \(\sinh q/q-1=q^2/6+q^4/120+\dots\). The first term gives

\[
\frac{n\beta^2p^2}{6\varepsilon^2}\int|\mathbf g_1-\mathbf g_2|^2d^3r
=\frac{\beta^2}{2}\,[2\sigma^2-2C(y)],
\]

which is the Gaussian exponent. All further terms are positive, so real dipoles make this average larger.

**Q.** How much larger, for definite numbers?

**A.** Take the round model values \(n=0.002\) bohr\(^{-3}\), \(p=0.5\) \(e\,\)bohr, \(\varepsilon=3\), \(w=8\) bohr and \(kT=0.001\) hartree. Then \(a=\sqrt\pi\times8=14.18\) bohr, and

\[
\sigma^2=\frac{4\pi(0.002)(0.5)^2}{3(3)^2(14.18)}=1.641\times10^{-5}\ \text{hartree}^2 .
\]

Hence \(\sigma=0.00405\) hartree, \(s=4.05\) and \(s^2=16.41\). At \(y=4a\) the Gaussian exponent is 12.31 and the dipole exponent is 12.39. The excess, 0.084, raises the average by about 9 per cent. Compared with a factor \(e^{12.31}\) this is small, and I use Gaussian statistics from here on. The values of \(\ln\mu\) given later to three decimals therefore belong to the Gaussian landscape; the actual dipoles would lower them by 0.08 to 0.09.

The price depends on density. At fixed \(\sigma\) the product \(np^2\) is fixed, and the leading correction scales as \(np^4\propto1/n\). Sparse, strong dipoles would therefore spoil the approximation first.

**Q.** Now let the charge move. Hopping is a sequence of jumps between sites. Why should I believe a differential equation?

**A.** It holds when the carrier's energy changes by much less than \(kT\) in one jump. Let sites have spacing \(h\), and let \(n_i\) be the mean occupation of site \(i\). A field \(E\) pushes the charge towards positive \(x\), so its total energy is \(W(x)=U(x)-Ex\). Let \(\delta=\beta(W_{i+1}-W_i)\), and take rates \((D/h^2)e^{\mp\delta/2}\) for the forward and backward jumps. Their ratio \(e^{-\delta}\) obeys detailed balance. The net flux is

\[
J=\frac{D}{h^2}\left(n_ie^{-\delta/2}-n_{i+1}e^{\delta/2}\right).
\]

Set \(n_i=h\rho(x_i)\) and expand for small \(\delta\simeq\beta W'h\):

\[
J\simeq\frac Dh\left[(\rho_i-\rho_{i+1})-\frac\delta2(\rho_i+\rho_{i+1})\right]
\longrightarrow -D\left[\rho'+\beta(U'-E)\rho\right].
\]

This is overdamped drift and diffusion with a uniform diffusion constant \(D\). Without disorder, a uniform density gives \(J=\beta DE\rho\), so the mobility is \(\mu_0=\beta D\).

**Q.** The coefficient \(U'(x)\) is a random function. Can you solve the equation without approximation?

**A.** In the steady state of one dimension, yes. Conservation of carriers makes \(J\) the same at every point. Multiplying the density by \(e^{\beta W}\) removes the drift term:

\[
\frac{d}{dx}\left(\rho e^{\beta W}\right)
=e^{\beta W}(\rho'+\beta W'\rho)=-\frac JD\,e^{\beta W}.
\]

For \(E>0\), \(W\) falls without limit as \(x\to\infty\), because the linear term overtakes the fluctuations of \(U\). The density has high values at rare deep valleys, but it must not grow exponentially with \(x\), as the solution \(\rho\propto e^{-\beta W}\) without flux would. Then \(\rho e^{\beta W}\) vanishes there. Integrating from \(x\) to infinity gives

\[
\rho(x)e^{\beta W(x)}=\frac JD\int_x^\infty e^{\beta W(x')}dx'.
\]

Put \(x'=x+y\) and divide by \(e^{\beta W(x)}\). Since \(W(x+y)-W(x)=\Delta U-Ey\),

\[
\rho(x)=\frac JD\int_0^\infty dy\;e^{-\beta Ey}\,e^{\beta[U(x+y)-U(x)]}.
\]

The density is high at a point from which the charge must climb to get further downstream. Barriers upstream do not enter.

**Q.** That is the density in one landscape. The next step is an average, and an average of velocities would differ from an average of densities. Which is correct?

**A.** The flux decides it. A long line with mean density \(\bar\rho\) carries the flux \(J=v\bar\rho\), and \(J\) is common to all its segments. The densities are averaged, with \(v=J/\bar\rho\). Equivalently, travel times through successive segments add, so it is \(1/v\) that is averaged. A stationary Gaussian landscape whose correlation vanishes at large distance is ergodic, so on an infinite line the spatial mean equals the statistical mean:

\[
\frac1v=\frac1D\int_0^\infty dy\;e^{-\beta Ey}\exp\{s^2[1-c(y)]\}.
\]

With the reduced field \(f=\beta Ea\), which is the energy gained over \(a\) in units of \(kT\), and with \(\mu=v/E\),

\[
\frac{\mu}{\mu_0}=\frac{v}{\beta DE}=
\left\{\frac fa\int_0^\infty dy\,
\exp\left[-\frac{fy}{a}+s^2\bigl(1-c(y)\bigr)\right]\right\}^{-1}.
\]

**Q.** You passed from a discrete chain to a continuum and then from space to an ensemble. I would like to see a chain that knows nothing of this integral.

**A.** The flux balance was solved site by site on 400 closed rings of 16,384 sites, with \(h=w/4\) and Gaussian energies having the dipolar correlation. The disorder was set to \(s=1.5\), where a ring samples its important fluctuations well. At \(f=0.3\) the rings give \(\ln(\mu/\mu_0)=-1.336\pm0.005\), against \(-1.343\) from the integral. At \(f=1\) they give \(-0.597\pm0.002\), against \(-0.601\). The errors are standard errors.

The test allowed four standard errors plus one per cent in \(\mu_0/\mu\) for the finite jump. Both ring values lie slightly high, by 1.3 and 2.2 standard errors. The finite jump accounts for about half or more of this. On the chain the barrier of a bond is the mean of two neighbouring site energies, with variance \(\sigma^2[1+c(h)]/2\) instead of \(\sigma^2\). This lowers the exponent by about \(s^2[1-c(h)]/4=0.003\) and raises \(\ln\mu\) by as much, which leaves deviations of 0.7 standard errors at both fields.

**Q.** Why not run the rings at \(s=4.05\), the case you care about?

**A.** The average would then rest on very rare places. Weighting a Gaussian ensemble by \(e^{\beta\Delta U}\) shifts the mean of any energy by its covariance with \(\beta\Delta U\). For the starting point the covariance is \(\beta[C(y)-\sigma^2]\), and for the end point it is the opposite. The average is thus dominated by a valley of depth \(\beta\sigma^2(1-c)\) followed, a distance \(y\) later, by a peak of equal height.

The climb between them is \(2s^2(1-c)\) in units of \(kT\). The probability of such a pair carries a factor \(e^{-s^2(1-c)}\), and the product of the two is the \(e^{+s^2(1-c)}\) found above.

Such pairs lie far apart. For a Gaussian landscape, Rice's formula gives the mean distance between places where \(\Delta U\) rises through this climb as \(2\pi\sqrt{V/V'}\,e^{s^2(1-c)}\), where \(V\) and \(V'\) are the variances of \(\Delta U\) and of its derivative along the line. At \(y=4a\) these are \(1.50\,\sigma^2\) and \(1.11\,\sigma^2/a^2\), and the exponent is 12.31. The distance is then about \(1.6\times10^6\,a\), or some 20 million bohr, which is 1.2 mm. It grows with \(y\): at \(y=10.8a\), the separation that matters at the weakest field tabulated below, it is about 18 mm. This sets a real condition: on a single line much shorter than this, the velocity varies from sample to sample and the infinite-line formula doesn't describe it.

## Second half: from the drift velocity to the field law

**Q.** Before you evaluate anything, remind me what the symbols mean and what has been established.

**A.** The carrier has unit charge and moves along \(x\) in a field \(E\), with diffusion constant \(D\), \(\beta=1/kT\) and disorder-free mobility \(\mu_0=\beta D\). The dipolar energy has standard deviation \(\sigma\) and normalized correlation \(c(y)=(a/y)\,\mathrm{erf}(\sqrt\pi\,y/2a)\). The length \(a=\sqrt\pi\,w\) is set by the width \(w\) of the carrier's charge cloud. With \(s=\beta\sigma\) and \(f=\beta Ea\), Gaussian disorder on an infinite line gives

\[
\frac{\mu}{\mu_0}=\frac{e^{-s^2}}{Q},\qquad
Q=\frac fa\int_0^\infty dy\,\exp\left[-\frac{fy}{a}-s^2c(y)\right].
\]

The example has \(a=14.18\) bohr, \(\sigma=0.00405\) hartree, \(kT=0.001\) hartree, \(s=4.05\) and \(s^2=16.41\).

**Q.** I see an exponential of \(E\), and no square root anywhere. Where could one come from?

This part has derived the mobility of a charge on an infinite line through Gaussian dipolar disorder as a single integral over distance. It remains to evaluate that integral, to find where a square root of the field could come from, and to see over what range of fields it holds.

Numerical values quoted here were computed with a short program.
